\section*{The Exciton Series of a Thin Polarizable Sheet}

\section*{Problem}

An electron and a hole with reduced mass $\mu$ move in a thin insulating sheet in vacuum. The sheet is described by a static, linear, isotropic in-plane polarizability $\alpha$ per unit area. The bands are parabolic, and electron--hole exchange and the thickness of the sheet are neglected. Hartree atomic units are used, and energies are measured from the edge of the free-pair continuum. States are labelled by $n=n_r+|m|+1$, where $n_r$ counts radial nodes; s, p, d mean $|m|=0,1,2$.

\begin{enumerate}
\item[(a)] Find the interaction $V(r)$ and its behaviour at small and large $r$.
\item[(b)] Define the effective charge $Z(r)=r^2V'(r)$. How does it vary with $r$?
\item[(c)] For $V=-1/r$ in two dimensions the 2s and 2p levels coincide. Which is lower in the sheet, and for which values of the parameters?
\item[(d)] Solve the radial equation for $\mu=0.25$ and a screening length $r_0=2\pi\alpha=40$ angstrom $=75.59$ bohr. Can one dielectric constant describe the series?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] The induced surface charge is $\alpha\nabla^2\phi$, taken in the plane. After a Fourier transform, write $1/(1+r_0q)$ as an integral over exponentials.
\item[(b)] Differentiate under that integral.
\item[(c)] Study $w=-R'/R$ for the 1s radial function $R$. Then factorize the s-wave Hamiltonian with the 1s function, and compare the partner Hamiltonian with that for $m=1$.
\item[(d)] Laguerre functions turn the radial equation into a small matrix problem. Convert each level into the dielectric constant that a hydrogenic formula would need.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The interaction}

The sheet lies at $z=0$ and a unit charge sits at its origin. The in-plane polarization is $-\alpha\nabla\phi$, and minus its divergence is the induced charge $\alpha\nabla^2\phi$. After an in-plane Fourier transform, Poisson's equation reads
\begin{equation}
\phi''(q,z)-q^2\phi(q,z)=-4\pi\left[1-\alpha q^2\phi(q,0)\right]\delta(z).
\end{equation}
The decaying solution is $\phi(q,0)e^{-q|z|}$, whose slope jumps by $-2q\phi(q,0)$ at the sheet. Equating this to the strength of the delta function gives
\begin{equation}
\phi(q,0)=\frac{2\pi}{q}\left[1-\alpha q^2\phi(q,0)\right]
\;\Rightarrow\;
\phi(q,0)=\frac{2\pi}{q(1+r_0q)} .
\end{equation}
The electron and hole have opposite charges, so $V=-\phi$. The angular integral in the inverse transform gives $2\pi J_0(qr)$, hence
\begin{equation}
V(r)=-\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .
\end{equation}

Now insert $1/(1+r_0q)=\int_0^\infty e^{-s(1+r_0q)}ds$. The integral $\int_0^\infty J_0(qr)e^{-qa}dq=1/\sqrt{r^2+a^2}$ is the bare Coulomb potential at height $a$, as the case $\alpha=0$ shows. Therefore
\begin{equation}
V(r)=-\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+r_0^2s^2}} .
\label{eq:mix}
\end{equation}
(To justify the exchange of integrals, evaluate the potential slightly above the sheet, where a factor $e^{-q\eta}$ secures convergence, and let $\eta\to0$.)

This is the Rytova--Keldysh potential. With $x=r/r_0$ and $s=xt$, $V=-I(x)/r_0$, where $I(x)=\int_0^\infty e^{-xt}(1+t^2)^{-1/2}dt$. An integration by parts gives $I''+I'/x+I=1/x$. The function $\frac{\pi}{2}[H_0(x)-Y_0(x)]$, with $H_0$ the Struve function, obeys the same equation and also falls as $1/x$. The difference would be a combination of $J_0$ and $Y_0$, which falls only as $x^{-1/2}$, so it vanishes:
\begin{equation}
V(r)=-\frac{\pi}{2r_0}\left[H_0\!\left(\frac{r}{r_0}\right)-Y_0\!\left(\frac{r}{r_0}\right)\right].
\end{equation}

For $r\gg r_0$, Eq.~\eqref{eq:mix} gives $V\to-1/r$: a thin sheet does not screen at large distance. For small $r$, integrate by parts to get $V=-r_0^{-1}\int_0^\infty e^{-s}\,\mathrm{arsinh}(s/x)\,ds$ and use $\mathrm{arsinh}(s/x)\to\ln(2s/x)$. Since $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, with $\gamma$ Euler's constant,
\begin{equation}
V(r)\simeq\frac{1}{r_0}\left[\ln\frac{r}{2r_0}+\gamma\right],\qquad r\ll r_0 .
\end{equation}
The Coulomb singularity has become logarithmic. In a sheet of finite thickness this form fails when $r$ is much smaller than the thickness.

\subsection*{(b) The effective charge}

Differentiating Eq.~\eqref{eq:mix} and multiplying by $r^2$ gives
\begin{equation}
Z(r)=\int_0^\infty e^{-s}\left(1+\frac{r_0^2s^2}{r^2}\right)^{-3/2}ds .
\end{equation}
The integrand increases with $r$ for every $s>0$, so $Z$ rises strictly from 0 to 1. A Coulomb potential has constant $Z$. For $r_0=40$ angstrom, $Z=0.21$, 0.62 and 0.88 at $r=20$, 100 and 300 bohr.

\subsection*{(c) The order of 2s and 2p}

\paragraph{Radial equation.} For $\psi=R(r)e^{im\varphi}$ put $R=r^{-1/2}u$. Then $R''+R'/r=r^{-1/2}[u''+u/(4r^2)]$, and
\begin{equation}
H_mu=-\frac{u''}{2\mu}+\left[\frac{m^2-\frac14}{2\mu r^2}+V\right]u=Eu .
\label{eq:rad}
\end{equation}
For $V=-1/r$, insert $u=r^{|m|+1/2}e^{-\kappa r}\sum_jc_jr^j$ with $E=-\kappa^2/2\mu$. The coefficient $c_{j+1}$ is proportional to $\kappa(j+|m|+\frac12)-\mu$ times $c_j$. The series must end at $j=n_r$, so $\kappa=\mu/(n-\frac12)$ and
\begin{equation}
E_n=-\frac{\mu}{2(n-\frac12)^2},
\end{equation}
independent of $m$ at fixed $n$.

\paragraph{The 1s function.} Return to the sheet. Let $R$ be the nodeless 1s function, $E_1$ its energy, $w=-R'/R$ and $g=w'$. The radial equation gives
\begin{equation}
w'=w^2-\frac{w}{r}+2\mu(E_1-V),
\label{eq:ric}
\end{equation}
and, since $V'=Z/r^2$, one more derivative gives
\begin{equation}
g'=\left(2w-\frac1r\right)g+\frac{w-2\mu Z}{r^2}.
\label{eq:g}
\end{equation}

Near the origin, integrating $(rR')'=-2\mu r(E_1-V)R$ gives $w\simeq\mu r(E_1-V)+\mu r/(2r_0)$. Equation~\eqref{eq:ric} then gives $g\simeq\mu(E_1-V)-\mu/(2r_0)$, which tends to $+\infty$ because $V\to-\infty$.

Suppose that $g$ is negative at some $r_2$, and let $r_1$ be the last zero of $g$ before $r_2$. There $g'(r_1)\le0$, so Eq.~\eqref{eq:g} requires $w(r_1)\le2\mu Z(r_1)$. Beyond $r_1$, as long as $g<0$, $w$ falls while $Z$ rises, so $w-2\mu Z<0$. Define $h=r\,g\,\exp(-2\int_{r_1}^rw\,dr')$. From Eq.~\eqref{eq:g},
\begin{equation}
h'=\frac{w-2\mu Z}{r}\,\exp\left(-2\int_{r_1}^rw\,dr'\right)<0 .
\end{equation}
Thus $h$ keeps falling, $g$ cannot return to zero, and for $r>r_2$ one has $g\le-(c/r)\exp(2\int_{r_1}^rw\,dr')$ with some $c>0$. If $w$ stayed non-negative, then $g\le-c/r$, whose integral diverges to $-\infty$, a contradiction. So $w$ becomes negative and continues to fall. Then $R$ grows exponentially, which a bound state cannot do. Hence $g\ge0$ everywhere, and $g>0$ near the origin.

\paragraph{The partner Hamiltonian.} Let $u_1=\sqrt r\,R$ and $W=u_1'/u_1=1/(2r)-w$. With $A=d/dr-W$ and $A^\dagger=-d/dr-W$,
\begin{align}
A^\dagger A&=-\frac{d^2}{dr^2}+W^2+W'=2\mu(H_0-E_1),\\
AA^\dagger&=-\frac{d^2}{dr^2}+W^2-W'.
\end{align}
The first line uses $W^2+W'=u_1''/u_1$. Define $H_P=E_1+AA^\dagger/2\mu=H_0-W'/\mu$. Since $W'=-1/(2r^2)-g$, the inverse-square coefficient changes from $-\frac18$ to $-\frac18+\frac12=\frac38$ in units of $1/\mu$. This is the $m=1$ value in Eq.~\eqref{eq:rad}, so
\begin{equation}
H_P=H_1+\frac g\mu .
\label{eq:partner}
\end{equation}

The function $\chi=Au_{2s}$ satisfies $AA^\dagger\chi=A(A^\dagger Au_{2s})=2\mu(E_{2s}-E_1)\chi$, so $H_P\chi=E_{2s}\chi$. It behaves as $r^{3/2}$ at the origin, as an $m=1$ function should, and its squared norm $2\mu(E_{2s}-E_1)$ is not zero. With $\chi$ normalized, the variational principle for $H_1$ gives
\begin{equation}
E_{2p}\le\langle\chi|H_1|\chi\rangle
=E_{2s}-\frac{\langle g\rangle_\chi}{\mu}<E_{2s}.
\label{eq:low}
\end{equation}
The 2p level lies below 2s for every $\mu>0$ and $r_0>0$ in this model. As $r_0\to0$ at fixed $r$, $Z\to1$ and the Coulomb degeneracy is recovered.

Physically, the degeneracy of the Coulomb problem depends on the energy that 2s gains near the charge. The sheet weakens the attraction there relative to the tail, and 2p, which vanishes at the origin, loses less.

A bound from the other side follows from the spectrum of $H_P$. If $\eta$ is an eigenfunction of $H_P$, then $A^\dagger\eta$ is an s-wave eigenfunction with the same energy. It is not zero, since $A^\dagger\eta=0$ requires $\eta\propto1/u_1$, which is not normalizable. It is orthogonal to $u_1$ because $Au_1=0$. The lowest level of $H_P$ is therefore $E_{2s}$, and the 2p function used as a trial function gives
\begin{equation}
E_{2s}\le E_{2p}+\frac{\langle g\rangle_{2p}}{\mu}.
\label{eq:up}
\end{equation}

\subsection*{(d) The levels for $\mu=0.25$, $r_0=40$ angstrom}

These are round model parameters, not those of a named material. For each $m\ge0$ expand $R$ in
\begin{equation}
\varphi_k=2\lambda\sqrt{\frac{k!}{(k+2m+1)!}}\,(2\lambda r)^me^{-\lambda r}L_k^{(2m+1)}(2\lambda r),
\end{equation}
which are orthonormal with weight $r\,dr$. Sixty functions with $\lambda=0.07$ bohr$^{-1}$ were used, with matrix elements from Gauss--Legendre quadrature in the variable $\sqrt r$. To compare with hydrogen, define an effective dielectric constant for each level by $E=-\mu/[2\varepsilon_{\rm eff}^2(n-\frac12)^2]$, that is,
\begin{equation}
\varepsilon_{\rm eff}=\frac{1}{n-\frac12}\sqrt{\frac{\mu}{2|E|}} .
\end{equation}
Diagonalization gives the following levels.

\begin{center}
\begin{tabular}{lccc}
State & $E$ (hartree) & $\varepsilon_{\rm eff}$ & rms radius (bohr)\\
\hline
1s & $-0.02095$ & 4.89 & 20\\
2p & $-0.01185$ & 2.16 & 43\\
2s & $-0.00969$ & 2.39 & 62\\
3d & $-0.00784$ & 1.60 & 71\\
3p & $-0.00691$ & 1.70 & 93\\
3s & $-0.00592$ & 1.84 & 116\\
4s & $-0.00403$ & 1.59 & 181\\
5s & $-0.00292$ & 1.45 & 258
\end{tabular}
\end{center}

The binding energies of 1s, 2p and 2s are 0.570, 0.323 and 0.264 eV. The splitting is
\begin{equation}
E_{2s}-E_{2p}=-0.00969+0.01185=0.00216\ \text{hartree},
\end{equation}
or 0.059 eV. To evaluate the two bounds, Eq.~\eqref{eq:ric} was integrated numerically outward from the origin and inward from large $r$, and $g$ was averaged over $\chi$ and over the 2p function. Equations~\eqref{eq:low} and \eqref{eq:up} then place the splitting between 0.00193 and 0.00240 hartree.

One dielectric constant cannot describe the series, because any such constant leaves 2s and 2p degenerate. It also fails for the s levels alone. For 1s, $\varepsilon_{\rm eff}=2\sqrt{0.25/(2\times0.02095)}=4.89$. Keeping this value would put 2s at $-0.02095/9=-0.00233$ hartree, whereas the solution is $-0.00969$ hartree. The ratio of the 1s and 2s binding energies is 2.16 instead of 9.

Equation~\eqref{eq:mix} gives $V>-1/r$, so each level lies above its Coulomb counterpart and $\varepsilon_{\rm eff}>1$. Along the s levels the computed $\varepsilon_{\rm eff}$ falls from 4.89 for 1s to 1.45 for 5s, while the orbits spread into the region where $Z$ is closer to 1. The proof in (c) concerns the order of the levels and does not establish this fall. Orbit size alone does not set $\varepsilon_{\rm eff}$: within a shell the trend is reversed, and 2p has both the smaller rms radius (43 against 62 bohr) and the smaller $\varepsilon_{\rm eff}$ (2.16 against 2.39) compared with 2s.

\section*{Variation 1: the third shell}

\emph{Question.} In what order do 3s, 3p and 3d lie?

\emph{Solution.} Since $g\ge0$, Eq.~\eqref{eq:partner} and the min-max principle place the second level of $H_P$, which is 3s, no lower than the second level of $H_1$, which is 3p. The inequality is strict: along $H_1+tg/\mu$ the level has slope $\langle g\rangle/\mu>0$.

For 3d, start from the 2p function written as $R=rf$, and set $w=-f'/f$, $g=w'$. Then
\begin{align}
w'&=w^2-\frac{3w}{r}+2\mu(E_{2p}-V),\\
g'&=\left(2w-\frac3r\right)g+\frac{3w-2\mu Z}{r^2}.
\end{align}
Near the origin $w\simeq\frac12\mu r(E_{2p}-V)$ to leading logarithmic order, so again $g\to+\infty$. If $g$ turned negative, the previous reasoning, with $r^3$ in place of $r$ in $h$, gives $g\le-(c/r^3)\exp(2\int w\,dr')$ from some radius on. Either $w$ becomes negative, which is excluded as before, or it falls to a limit. By the equation for $w'$ that limit is $\sqrt{-2\mu E_{2p}}>0$; the exponential then drives $g$ to $-\infty$, a contradiction. So $g\ge0$.

Now $W=3/(2r)-w$, and the inverse-square coefficient becomes $\frac38+\frac32=\frac{15}8$, the $m=2$ value. The partner of $H_1$ is $H_2+g/\mu$, with lowest level $E_{3p}$, and the variational step gives $E_{3d}<E_{3p}$. Altogether $E_{3d}<E_{3p}<E_{3s}$. In the table the gaps are 0.00093 and 0.00099 hartree.

\section*{Variation 2: extra attraction at short range}

\emph{Question.} Keep $\mu=0.25$, but take $V=-(1+0.3e^{-r/a})/r$ with $a=10$ bohr. Which of 2s and 2p is lower?

\emph{Solution.} Here $Z=1+0.3e^{-r/a}(1+r/a)$, and $Z'=-0.3\,re^{-r/a}/a^2<0$: the effective charge falls outward.

Near the origin $V\simeq-1.3/r+0.03$, and the terms in $1/r$ in Eq.~\eqref{eq:ric} fix $w(0)=2\mu(1.3)$. The next order gives $2g(0)=w(0)^2+2\mu(E_1-0.03)$. Since $V<-1.3/r+0.03$ for $r>0$, $E_1<-2\mu(1.3)^2+0.03$, and so $g(0)<0$.

If $g$ later became positive, all inequalities after Eq.~\eqref{eq:g} would be reversed. Then $g\ge c/r$, $w$ grows without limit, and the term $w^2$ makes it diverge at a finite radius. That would be a node of $R$, which 1s does not have. So $g\le0$, and Eq.~\eqref{eq:up} gives $E_{2s}<E_{2p}$. Diagonalization in the same type of basis, with $\lambda=0.25$ bohr$^{-1}$, gives $E_{2s}=-0.0752$ and $E_{2p}=-0.0740$ hartree. In both models, the sheet and this one, $Z$ changes in one direction only, and that direction decides the order of 2s and 2p.
